Sudden change of nuclear charge: overlap of Dirac 1s states

**The question**

A single electron is in the 1s state of a point nucleus of charge Z. At one instant the charge becomes Z' = Z + 1. This is an idealized beta-minus decay in which the emitted electron is assumed to leave so fast that the bound electron has no time to respond; part (f) discusses this assumption. Nuclear recoil, nuclear size, and corrections from quantum electrodynamics are ignored.

Use Hartree atomic units, with c = 137.035999 and α = 1/c (the last digit of the ten-figure values below depends on further figures of c). Write x = Zα and γ = √(1 − x²); primed symbols belong to Z'. The energy E includes the rest energy c². The upper and lower parts of the spinor have radial functions P(r)/r and iQ(r)/r, multiplied by normalized spin-angular functions. For an s state with j = 1/2 the radial equations are

(−Z/r + c² − E) P − c (dQ/dr + Q/r) = 0

c (dP/dr − P/r) − (Z/r + c² + E) Q = 0.

**Part (a).** Find the normalized 1s functions by trying P = a r^s e^(−λr) and Q = b r^s e^(−λr).

**Answer.** Since dP/dr = (s/r − λ)P, and likewise for Q, each equation contains only a term in 1/r and a constant term after division by r^s e^(−λr). Each must vanish separately. The 1/r terms give

−Z a − c(s + 1) b = 0, so b/a = −x/(1 + s)

c(s − 1) a − Z b = 0, so b/a = −(1 − s)/x.

Equating the two gives 1 − s² = x², hence s = ±γ. For γ > 1/2, which covers the charges used below, the root −γ makes ∫ r^(2s) dr diverge at the origin, so s = γ.

Set t = x/(1 + γ), so that b = −t a. The constant terms give

c² − E = cλt, c² + E = cλ/t.

Because x² + (1 + γ)² = 2(1 + γ) and (1 + γ)² − x² = 2γ(1 + γ),

t + 1/t = 2/x, 1/t − t = 2γ/x.

Adding the two energy equations gives 2c² = 2cλ/x, so λ = cx = Z. Subtracting them gives 2E = 2γcλ/x, so E = γc². The exponential is therefore the nonrelativistic one; relativity enters through the power r^γ and the small component.

For the norm, t² = (1 − γ²)/(1 + γ)² = (1 − γ)/(1 + γ), so 1 + t² = 2/(1 + γ). We may write

P = √((1 + γ)/2) R, Q = −√((1 − γ)/2) R, R = N r^γ e^(−Zr),

for which P² + Q² = R². The condition ∫ R² dr = 1 gives N² Γ(2γ + 1)/(2Z)^(2γ+1) = 1, or

N = (2Z)^(γ+1/2) / √Γ(2γ + 1).

**Part (b).** Find the overlap S of the 1s states for Z and Z'.

**Answer.** Both states have the same spin-angular functions, whose integrals equal 1. Both small components carry the same minus sign, so their product adds to that of the large components:

S = ∫ (PP' + QQ') dr = F ∫ RR' dr,

F = ½[√((1 + γ)(1 + γ')) + √((1 − γ)(1 − γ'))].

The remaining integral is

∫ RR' dr = NN' ∫ r^(γ+γ') e^(−(Z+Z')r) dr = NN' Γ(γ + γ' + 1)/(Z + Z')^(γ+γ'+1).

Thus S = F A G, with

A = (2Z)^(γ+1/2) (2Z')^(γ'+1/2) / (Z + Z')^(γ+γ'+1)

G = Γ(γ + γ' + 1) / √[Γ(2γ + 1) Γ(2γ' + 1)].

The factor F has a simple meaning. Put x = sin θ and γ = cos θ. Then √((1 + γ)/2) = cos(θ/2) and √((1 − γ)/2) = sin(θ/2), so F = cos((θ' − θ)/2). The mixture of large and small components turns through half the change of θ.

**Part (c).** The wavefunction is unchanged at the instant of the jump. Find the probability p that the electron is not in the new 1s state. Take the nonrelativistic limit, and say when a pure inverse-square law in Z results.

**Answer.** The probability of finding the new 1s state is S², so p = 1 − S². Let c → ∞ at fixed Z. Then γ and γ' tend to 1, so F → 1 and G → Γ(3)/Γ(3) = 1, leaving

S → (4ZZ')^(3/2)/(Z + Z')³.

Since (Z + Z')² − 4ZZ' = (Z' − Z)² = 1, set δ = 1/(2Z + 1). Then 4ZZ'/(Z + Z')² = 1 − δ², and

p_NR = 1 − (1 − δ²)³ = 3δ² − 3δ⁴ + δ⁶.

For large Z, δ² = (1/(4Z²))(1 + 1/(2Z))^(−2), so

p_NR = (3/(4Z²)) (1 − 1/Z + …).

The law 3/(4Z²) therefore needs two conditions: Zα ≪ 1, so that relativity is weak, and Z ≫ 1, so that one unit of charge is a small relative change. At Z = 1 the first holds but the second fails: p_NR = 1 − (8/9)³ = 0.298, whereas 3/(4Z²) = 0.75.

**Part (d).** Evaluate p for Z = 80. Find its enhancement, defined as p/p_NR at the same Z.

**Answer.** The inputs are

γ = 0.8119059869, γ' = 0.8066088665

Γ(γ + γ' + 1) = 1.449759024

Γ(2γ + 1) = 1.455614182, Γ(2γ' + 1) = 1.443946212.

Many digits are carried because p is the small difference between 1 and S², which are nearly equal. The factors are

F = 0.9999898361

A = 160^(γ+1/2) 162^(γ'+1/2) / 161^(γ+γ'+1) = 0.9999165912

G = 1.449759024/√(1.455614182 × 1.443946212) = 0.9999934923.

Their product is S = 0.999899921, so 1 − S = 1.00079 × 10⁻⁴ and

p = 2(1 − S) − (1 − S)² = 2.0015 × 10⁻⁴.

The nonrelativistic value has δ = 1/161:

p_NR = 3/161² − 3/161⁴ + … = 1.1573 × 10⁻⁴.

The enhancement is

p/p_NR = 2.0015/1.1573 = 1.73.

Comparison with 3/(4 × 80²) = 1.1719 × 10⁻⁴ gives 1.71 instead. That ratio mixes relativity with the finite charge step, which by itself lowers the probability by a fraction of about 1/Z relative to 3/(4Z²).

The competition between these two corrections shows in the ratios at other charges:

| Z | p/p_NR | p ÷ 3/(4Z²) |
|---|---|---|
| 10 | 1.008 | 0.912 |
| 24 | 1.044 | 1.002 |
| 40 | 1.129 | 1.101 |
| 60 | 1.329 | 1.307 |
| 80 | 1.729 | 1.708 |

The near agreement with 3/(4Z²) at Z = 24 is a cancellation, explained at the end of part (e).

**Part (e).** To explain the enhancement, let the charge change by a small amount h about a middle value Z. Find p to order h², separating the effects of the mean radius, the shape of the radial density and the spinor mixture. Examine weak relativity and the approach to Zα = 1, and apply the result to the jump from 80 to 81.

**Answer.** The density R² is a gamma distribution, proportional to r^(k−1) e^(−βr), with k = 2γ + 1 and β = 2Z. Its mean radius is k/β. Let B = AG be the radial overlap. If k̄ and β̄ are the averages of the two end values, part (b) gives

ln B = ln Γ(k̄) − ½[ln Γ(k₁) + ln Γ(k₂)] + ½[k₁ ln(β₁/β̄) + k₂ ln(β₂/β̄)].

Write k₁,₂ = k̄ ∓ u/2 and β₁,₂ = β̄(1 ∓ w/2). With ψ₁ the second derivative of ln Γ, the gamma functions contribute −ψ₁(k̄)u²/8. For the other bracket use ln(1 ∓ w/2) = ∓w/2 − w²/8 + …:

½[(k̄ − u/2)(−w/2 − w²/8) + (k̄ + u/2)(w/2 − w²/8)] = uw/4 − k̄w²/8 + ….

To second order k̄ may be replaced by k at the middle charge. Since 1 − B² ≈ −2 ln B,

1 − B² ≈ ¼[ψ₁(k)u² − 2uw + kw²]

= ¼[k(u/k − w)² + (ψ₁(k) − 1/k)u²].

The combination u/k − w is the relative change of the mean radius k/β. The second term is the change of shape at fixed mean radius. The spinor factor adds 1 − F² ≈ (Δθ)²/4.

The changes follow from γ² = 1 − Z²α² and sin θ = Zα:

u = 2Δγ = −2x²h/(γZ), w = h/Z, Δθ = αh/γ = xh/(γZ).

Therefore u/k − w = −(h/Z)[1 + 2x²/(γk)], and

p ≈ (3h²/(4Z²)) η,

η = ⅓{k[1 + 2x²/(γk)]² + (4x⁴/γ²)[ψ₁(k) − 1/k] + x²/γ²}.

All three terms are nonnegative. For the second, ψ₁(k) = Σ 1/(k + n)² over n = 0, 1, 2, … exceeds ∫ dy/y² from k to infinity, which is 1/k.

For weak relativity, k = 3 − x² + …. The first term in braces is k + 4x²/γ + … = 3 + 3x² + …, the second is of order x⁴, and the third is x² + …. Hence

η = 1 + (4/3)x² + O(x⁴).

Three quarters of this first correction come from the mean radius and one quarter from the spinor mixture.

For the jump from 80 to 81 take h = 1 and the middle charge 80.5. Then x = 0.5874, γ = 0.8093 and k = 2.6185. The mean-radius term is

⅓ × 2.6185 × (1.3257)² = 1.534.

The shape term is 0.020 and the spinor term is x²/(3γ²) = 0.176. Their sum is η = 1.73, in agreement with part (d). The two-term series gives only 1.46, so higher powers of x matter here.

Of the excess 0.73 over the nonrelativistic value 1, the mean-radius term supplies about 0.53. The mean radius k/(2Z) falls from 0.016399 to 0.016131 bohr, or by 1.63%. The nonrelativistic radius 3/(2Z) falls by 1 − 80/81 = 1.23%. Relativity strengthens the contraction because added charge lowers γ as well as steepening the exponential. The smaller prefactor k, 2.62 instead of 3, partly offsets this gain.

As x → 1, continuing the solution with s = +γ, we have γ → 0 and k → 1. The leading terms are

η → (1/(3γ²)){4 + 4[ψ₁(1) − 1] + 1} = (1 + 2π²/3)/(3γ²),

using ψ₁(1) = π²/6. This growth does not make p exceed 1. The expansion requires |Δγ| ≪ γ, which near x = 1 means h/Z ≪ γ², and it fails before the divergence is reached. The point-nucleus model also becomes unsuitable there: the mean value of 1/r, which is β/(k − 1) = Z/γ, grows without limit as γ → 0, and this growth comes from the region near the origin, where a real nucleus is not a point.

The cancellation in part (d) now follows. The leading relative corrections to 3/(4Z²) are −1/Z from the finite step and +(4/3)Z²α² from relativity. They cancel when

Z³ = 3c²/4 = 1.41 × 10⁴, or Z ≈ 24.

**Part (f).** Is the whole of p the probability of exciting the electron? Discuss the final states at Z = 80 and the application to a real atom.

**Answer.** Not strictly. The identity

1 − S² = Σ |⟨n'|1s⟩|²

runs over every state of the new one-particle Dirac Hamiltonian except its 1s state. The sum includes an integral over the continua, and one of these has negative energy.

The shares can be found by diagonalizing the Hamiltonian for Z' = 81 in a finite basis. Here each component was expanded in 60 functions of the form r^γ' e^(−80r) times a Laguerre polynomial, and the old 1s state was projected on the resulting eigenvectors. The weights are

excited positive-energy states: 1.999 × 10⁻⁴

negative-energy states: 2.6 × 10⁻⁷.

The negative-energy share is about 0.13% of p. With positive-energy final states alone, the enhancement is still 1.73. In hole theory the negative-energy states are filled, so their weight cannot be read as a transition of this electron. A consistent account of that small part needs a many-particle treatment of the changing vacuum.

The 2s state alone receives 8.57 × 10⁻⁵, or 43% of p. The rest of the positive-energy weight is shared by higher bound states and by the positive-energy continuum. Excitation to any bound state, 2s included, is shake-up; excitation to the continuum is shake-off. The number p does not separate these two processes.

The result applies to a one-electron ion with a point nucleus; how much the finite size of a real nucleus shifts these numbers at Z = 80 is not estimated here. For two independent 1s electrons of opposite spin, with all other states empty, the probability that at least one leaves 1s is 1 − S⁴ = p(2 − p), close to 2p. In a neutral atom, other electrons screen the nucleus and block transitions into occupied states. The 2s share shows that blocking can matter greatly.

The sudden approximation also requires the emitted electron to cross the 1s region in a time short compared with 1/ΔE, where ΔE is the excitation energy in atomic units. The emitted electron is slower than light, so the crossing time is at least about the radius 3/(2Z) divided by c. With the nonrelativistic 1s–2s gap ΔE = Z²/2 − Z²/8 = 3Z²/8, the product of time and ΔE is at least about (9/16)Zα. This bound is small for Zα ≪ 1 but is about 0.3 at Z = 80, where the two times are no longer widely separated even for the fastest emitted electron. The estimate does not say how much p changes as a result; that requires a time-dependent calculation. The enhancement found above is that of the idealized instantaneous jump. If the charge seen by the bound electron changes slowly on that scale, the electron can follow the changing 1s state, and 1 − S² is no longer the transition probability.
